# Epstein Drag on a Slow Sphere: Specular and Diffuse Reflection

Q: A dust grain drifts through the thin gas of a plasma reactor. You say its drag can be calculated without any fluid mechanics. What entitles you to ignore the flow around the grain?

A: The mean free path $\lambda$ is much longer than the radius $a$. An atom leaving the grain then travels far before it meets another atom, so the atoms about to strike the grain do not yet know that it is there. I assume a monatomic gas at rest, with number density $n$, atomic mass $m$, temperature $T$ and a Maxwellian velocity distribution. The grain is a smooth sphere moving at velocity $\mathbf V$, so heavy that its velocity hardly changes during one impact.

In the frame of the sphere the gas drifts with velocity $\mathbf u=-\mathbf V$. An atom there has velocity $\mathbf g=\mathbf v+\mathbf u$, where $\mathbf v$ is its thermal velocity. The mean thermal speed will set the scale:

$$c=\langle v\rangle=4\pi\left(\frac{m}{2\pi kT}\right)^{3/2}\int_0^\infty v^3e^{-mv^2/2kT}\,dv=\sqrt{\frac{8kT}{\pi m}},$$

because the integral equals $\tfrac12(2kT/m)^2$. "Slow" means $V\ll c$.

Q: Atoms arrive from all directions and hit a curved surface. Must you not integrate over the velocities at every patch?

A: One can, but it is easier to sort the atoms by velocity first. Those with nearly the same $\mathbf g$ form a parallel beam, which sees the sphere as a disc of area $\pi a^2$. If the beam has density $dn$, it strikes at the rate $g\,\pi a^2\,dn$, and each atom brings momentum $m\mathbf g$. A sphere is convex, so no departing atom hits it again. Summing over beams gives the force due to arriving momentum:

$$\mathbf F_{\rm in}=\pi a^2nm\,\langle|\mathbf g|\,\mathbf g\rangle .$$

Q: That is the force if the atoms stick. For mirror-like reflection they bounce back, so surely the force is larger.

A: Head-on atoms do bounce back, but grazing atoms continue almost forwards. Let $\mathbf N$ be the outward normal at the impact point and $\alpha$ the angle of incidence, so that $\mathbf g\cdot\mathbf N=-g\cos\alpha$. Specular reflection reverses the normal component:

$$\mathbf g'=\mathbf g-2(\mathbf g\cdot\mathbf N)\mathbf N .$$

Its component along the original beam is $g(1-2\cos^2\alpha)=-g\cos2\alpha$.

The impact parameter is $b=a\sin\alpha$. Impacts are uniform over the disc, so the fraction between $\alpha$ and $\alpha+d\alpha$ is $2\pi b\,db/\pi a^2=2\sin\alpha\cos\alpha\,d\alpha=\sin2\alpha\,d\alpha$. The mean reflected component is therefore

$$-g\int_0^{\pi/2}\cos2\alpha\,\sin2\alpha\,d\alpha=-\frac g4\Big[\sin^22\alpha\Big]_0^{\pi/2}=0 .$$

Components across the beam cancel by rotation about its axis. The reflected atoms carry away no net momentum, and the specular force $\mathbf F_s$ equals $\mathbf F_{\rm in}$. Mirror reflection and sticking give the same drag.

Q: You still have to average $|\mathbf g|\mathbf g$. Where does the proportionality to speed come from?

A: From expanding in the small drift. To first order in $u$,

$$|\mathbf v+\mathbf u|=v+\frac{\mathbf v\cdot\mathbf u}{v},$$

and hence

$$|\mathbf g|\mathbf g=v\,\mathbf v+v\,\mathbf u+\frac{\mathbf v(\mathbf v\cdot\mathbf u)}{v}.$$

The expansion fails for atoms with $v\lesssim u$, but these are a fraction of order $(u/c)^3$ and do not affect the linear term.

The first term averages to zero because $\mathbf v$ has no preferred direction. The second gives $c\,\mathbf u$. In the third, isotropy means $\langle v_iv_j/v\rangle=\tfrac13\delta_{ij}\langle v\rangle$, which gives $\tfrac13c\,\mathbf u$. Thus

$$\langle|\mathbf g|\mathbf g\rangle=\frac43c\,\mathbf u,\qquad
\mathbf F_s=\frac{4\pi}{3}a^2nmc\,\mathbf u=-\frac{4\pi}{3}a^2nmc\,\mathbf V .$$

The two contributions have different meanings. The $c\,\mathbf u$ is the drift momentum carried by atoms arriving at the thermal rate. The $\tfrac13c\,\mathbf u$ arises because atoms approaching from the front arrive more often than those from behind.

Q: Now let the surface be rough on the atomic scale. An atom forgets its incoming direction and leaves at random. Random departures should average out, so the drag should stay the same.

A: Departures are random about the local normal, and they are not equally frequent at all places. The front is struck more often, so it emits more often, and each emission pushes the surface inwards.

To find the push, I assume diffuse reflection with full accommodation: the atoms leave as if they came from a gas at rest relative to the sphere, at the wall temperature $T_w$. For now $T_w$ is the same over the whole surface. Let $w>0$ be the outward normal velocity. The number leaving per unit time is weighted by $w$, so the mean normal velocity of an emitted atom is

$$\bar w=\frac{\int_0^\infty w^2e^{-mw^2/2kT_w}dw}{\int_0^\infty we^{-mw^2/2kT_w}dw}
=\frac{(\sqrt\pi/4)(2kT_w/m)^{3/2}}{\tfrac12(2kT_w/m)}
=\frac{\sqrt\pi}{2}\sqrt{\frac{2kT_w}{m}} .$$

With $c_w=\sqrt{8kT_w/\pi m}$ this is $\bar w=\pi c_w/4$. Tangential velocities average to zero, so the mean recoil per atom is $-\mathbf N\,\pi mc_w/4$.

Q: But the recoil points in a different direction at each impact point.

A: Average it over the disc, as before. The component of $-\mathbf N$ along the beam is $\cos\alpha$, whose mean is

$$\int_0^{\pi/2}2\sin\alpha\cos^2\alpha\,d\alpha=\frac23 .$$

The mean recoil per atom is thus $\tfrac23(\pi mc_w/4)\,\mathbf g/g=(\pi mc_w/6)\,\mathbf g/g$. In a steady state each arriving atom is matched by a departing one. Multiplying by the impact rate $g\,\pi a^2dn$ cancels the awkward factor $1/g$, and the sum over beams needs only $\langle\mathbf g\rangle=\mathbf u$:

$$\mathbf F_{\rm rec}=\pi a^2n\,\frac{\pi mc_w}{6}\,\mathbf u=\frac{\pi^2}{6}a^2nmc_w\,\mathbf u .$$

The arriving atoms still contribute $\mathbf F_{\rm in}$, which equals $\mathbf F_s$. The ratio of the recoil to it is

$$\frac{F_{\rm rec}}{F_s}=\frac{\pi^2/6}{4\pi/3}\,\frac{c_w}{c}=\frac\pi8\sqrt{\frac{T_w}{T}} .$$

For a wall at the gas temperature, the diffuse drag is therefore

$$\mathbf F_d=-\left(1+\frac\pi8\right)\frac{4\pi}{3}a^2nmc\,\mathbf V,\qquad 1+\frac\pi8=1.3927 .$$

Q: So a hot grain feels more drag than a cold one in the same gas?

A: Yes, in this model. As $T_w\to0$ the atoms leave with vanishing momentum and the factor tends to 1, the sticking value. At $T_w=2T$ it is 1.555.

A mixed surface is equally simple. If a fraction $\phi$ of impacts is diffuse and the rest specular, with $\phi$ independent of speed and angle, the forces add in proportion. At $T_w=T$ the factor is $1+\phi\pi/8$.

Q: You slipped in a uniform wall temperature. The front receives more energy than the back. Does "fully accommodated" not already settle the temperature?

A: It does not. Accommodation says that atoms leave at the temperature of the patch they hit; it does not say what that temperature is. A sphere that conducts heat well is uniform. At the other extreme is an insulating sphere, where, if radiation is negligible, each patch must return to the gas the energy it receives.

For that case I need the fluxes on one patch. Let $u_N=\mathbf u\cdot\mathbf N$, which is negative at the front. To first order in $\mathbf u$ the incident distribution is

$$f=f_0\left(1+\frac{m\,\mathbf g\cdot\mathbf u}{kT}\right),$$

with $f_0$ the Maxwellian at rest. Write the normal velocity of an arriving atom as $-w$, with $w>0$, and set $s^2=kT/m$. Over the incoming half of $f_0$, the integrals of $w$, $w^2$, $w^3$ and $w^4$ are

$$\frac{nc}{4},\qquad \frac{ns^2}{2},\qquad 2s^2\frac{nc}{4},\qquad \frac{3ns^4}{2}.$$

The two tangential velocities together have mean square $2s^2$. Terms odd in them vanish, so $\mathbf g\cdot\mathbf u$ may be replaced by $-wu_N$. The number arriving per area and time is

$$\Gamma=\frac{nc}{4}-\frac{u_N}{s^2}\frac{ns^2}{2}=\frac{nc}{4}-\frac{nu_N}{2}.$$

The energy arriving is

$$Q=\frac m2\left(2s^2+2s^2\right)\frac{nc}{4}-\frac{u_N}{s^2}\,\frac m2\left(\frac{3ns^4}{2}+2s^2\frac{ns^2}{2}\right)
=\frac{nc}{4}\,2kT-\frac54nkT\,u_N .$$

The leading terms show that atoms crossing a surface from a gas at rest carry $2kT$ each on average. An atom emitted at $T_w$ therefore removes $2kT_w$.

Q: And the balance fixes the local temperature?

A: Set $2kT_w\Gamma=Q$ with $T_w=T+\delta T$ and keep first-order terms:

$$\frac{nc}{2}k\,\delta T-nkT\,u_N=-\frac54nkT\,u_N
\quad\Longrightarrow\quad
\frac{\delta T}{T}=-\frac{u_N}{2c}.$$

The front is warmer, as you expected. The recoil pressure is $\Gamma\,\pi mc_w/4$, and $c_w=c(1+\delta T/2T)$. Its first-order part is

$$\frac{\pi mc}{4}\left[-\frac{nu_N}{2}+\frac{nc}{4}\left(-\frac{u_N}{4c}\right)\right]
=-\frac{\pi nmc}{8}\,u_N\left(1+\frac18\right).$$

The force per area is $-\mathbf N$ times this, and $\oint u_N\mathbf N\,dA=\tfrac43\pi a^2\mathbf u$. Without the $\tfrac18$, the result is $(\pi^2/6)a^2nmc\,\mathbf u$, the same recoil as the beam argument gave. With it, the recoil is larger by $9/8$, and the drag factor of the insulating sphere is

$$1+\frac98\,\frac\pi8=1+\frac{9\pi}{64}=1.4418 .$$

The factor $1+\pi/8$ thus belongs to a sphere that is fully accommodating, uniform in temperature and as warm as the gas.

Q: What happens when the grain is not slow?

A: The recoil force, for a fixed uniform wall temperature, used $\langle\mathbf g\rangle=\mathbf u$ without expansion, so it stays linear in $V$ at any speed. The incident force does not. For $V\gg c$, $\langle|\mathbf g|\mathbf g\rangle\to u\,\mathbf u$, and the drag approaches $\pi a^2nmV^2$. The ratio of recoil to incident force is then $\pi c_w/6V$. If the wall is held at a fixed temperature, this falls with speed, and the reflection law matters less and less. A uniform grain that loses nothing by radiation, and so must return to the gas all the energy it receives, behaves differently. Each atom brings about $mV^2/2$, so $2kT_w=mV^2/2$ and $c_w=V\sqrt{2/\pi}$. The ratio then tends to $\sqrt{2\pi}/6=0.42$ instead of vanishing.

In between, I integrated the full drifting Maxwellian numerically over velocities and over the sphere. With $S=V/\sqrt{2kT/m}$ and $T_w=T$, the diffuse drag exceeds the linear law by 0.14% at $S=0.1$ and by 13% at $S=1$.

Q: Give me a case where the choice of reflection law would be noticed.

A: Take a polymer sphere of radius 4.0 µm in argon at 0.10 Torr (13.33 Pa) and 300 K. These values are chosen for illustration. With an assumed grain density of 1510 kg/m³, the mass is $M=4.05\times10^{-13}$ kg. The gas has

$$n=\frac{p}{kT}=3.22\times10^{21}\ {\rm m^{-3}},\qquad m=6.63\times10^{-26}\ {\rm kg},\qquad c=399\ {\rm m/s}.$$

At $V=1.0$ cm/s the specular drag is

$$F_s=\frac{4\pi}{3}(4.0\times10^{-6})^2(3.22\times10^{21})(6.63\times10^{-26})(399)(0.010)\ {\rm N}=5.71\times10^{-14}\ {\rm N},$$

and the diffuse drag is $1.3927\,F_s=7.95\times10^{-14}$ N.

With drag alone, $M\,dV/dt=-M\gamma V$, where $\gamma=F/(MV)$. The speed decays as $e^{-\gamma t}$ and the grain travels $V/\gamma$ before stopping. If it falls through the gas with no plasma present, weight balances drag at the speed $g_E/\gamma$, where $g_E$ is the acceleration of gravity.

| | Specular | Diffuse |
|---|---:|---:|
| Damping rate $\gamma$ (s⁻¹) | 14.1 | 19.6 |
| Stopping distance (mm) | 0.71 | 0.51 |
| Settling speed (m/s) | 0.70 | 0.50 |

Even at the diffuse settling speed, $S=1.4\times10^{-3}$, so the linear law holds well.

The choice also matters when damping is used to measure size. Writing $D$ for the drag factor and $\rho$ for the grain density, $M=\tfrac43\pi a^3\rho$ gives $\gamma=D\,nmc/(\rho a)$. For a given damping rate, gas state and grain density, the inferred radius is proportional to $D$. Assuming diffuse instead of specular reflection raises it by 39%.

Q: Is this grain uniform in temperature, or is it closer to your insulator?

A: It is very nearly uniform. From the energy balance, a surface warmer than the gas by $\delta T$ loses $h\,\delta T$ per area, with $h=nkc/2=8.86$ W/(m² K). Conduction inside the grain carries about $\kappa\,\delta T/a$. For a rough polymer conductivity $\kappa=0.2$ W/(m K), the ratio $ha/\kappa$ is $1.8\times10^{-4}$, so conduction removes almost all of the front-to-back difference.

The free-molecular assumption is also good here. With a rough atomic diameter $d=0.36$ nm, $\lambda=1/(\sqrt2\,n\pi d^2)=0.54$ mm and $a/\lambda=0.74\%$. I expect a correction of that order from collisions near the grain, but I have not calculated its coefficient.

Q: A real grain sits in a plasma, not in a neutral gas. Ions heat it and push it. Does your drag survive?

A: Take rough values near the edge of such a discharge: ion density $n_i=10^{15}$ m⁻³, electron temperature 3 eV, and an assumed grain potential of $-7$ V, a choice I return to below. Let the ions flow without collisions at $v_i=\sqrt{kT_e/m}\approx2.7\times10^3$ m/s, so that $mv_i^2=3$ eV.

Attraction enlarges the collecting area. Let $\Phi=7$ V be the size of the grain potential and $e$ the elementary charge. An ion that just grazes the grain has speed $v_a$ there. Energy conservation gives $v_a^2=v_i^2+2e\Phi/m$, and angular momentum gives $b_cv_i=av_a$. Hence

$$\sigma_c=\pi b_c^2=\pi a^2\left(1+\frac{2e\Phi}{mv_i^2}\right)=5.67\,\pi a^2 .$$

Each ion neutralised on the grain brings about $16+1.5+7+6=30.5$ eV. These are the rough ionization energy of argon, the flow energy, the fall through the potential, and $2kT_e$ from the matching electron. Spread over the area $4\pi a^2$, the heating is about 19 W/m². Gas cooling alone then gives an excess of about $19/8.86=2.1$ K. Radiation would lower it: a black surface at 300 K loses a further 6.1 W/(m² K), which would bring the excess down to about 1.2 K. The drag factor rises only from 1.393 to 1.394.

A much denser plasma could heat the grain far more. At twice the gas temperature, with the gas state held fixed, the factor 1.555 is 12% above the equal-temperature value.

Q: And the push of the ions?

A: Besides collected ions, there are those deflected by the grain's charge. For a sphere much smaller than the screening length $\lambda_D$, the charge has magnitude $4\pi\epsilon_0a\Phi$. Coulomb deflection through an angle $\chi$ obeys $\tan(\chi/2)=b_{90}/b$, with $b_{90}=ae\Phi/(mv_i^2)$. The fraction of forward momentum lost is $1-\cos\chi=2b_{90}^2/(b^2+b_{90}^2)$. Integrating over $2\pi b\,db$ from $b_c$ to $\lambda_D$ gives

$$\sigma_s=2\pi b_{90}^2\ln\frac{\lambda_D^2+b_{90}^2}{b_c^2+b_{90}^2}.$$

Here $\lambda_D=\sqrt{\epsilon_0kT_e/(n_ie^2)}\approx0.41$ mm. The ion force $n_imv_i^2(\sigma_c+\sigma_s)$ is about $1.9\times10^{-12}$ N. That is half the weight of the grain, and 24 times the diffuse drag at 1 cm/s. The sharp cutoff at $\lambda_D$ is rough: orbits in an exponentially screened potential give about 5% less, and a cutoff at $\lambda_D/\sqrt2$ gives about 10% less.

This force depends strongly on the assumed potential. For collisionless ions at this speed, and Maxwellian electrons of the same density, the two currents to the grain would balance near $-11.7$ V, not $-7$ V. The same formulas then give about $4.7\times10^{-12}$ N, or 1.2 times the weight. The excess temperature becomes 3.8 K, which still hardly changes the drag factor. The ion force is therefore comparable with the weight, but this estimate cannot say which is larger.

Q: Then the neutral drag is a minor force.

A: It plays no part in the static balance, because it vanishes for a grain at rest in a gas at rest, but it matters for the damping. The ion force is present even when the grain is at rest, so it shifts the equilibrium position. Damping depends on how a force changes with the grain's velocity. Differentiating the ion force numerically with respect to ion speed, at a fixed grain potential of $-7$ V, gives a slope of magnitude $1.3\times10^{-4}$ times that of the diffuse neutral drag. At $-11.7$ V the ratio is larger, but still below $10^{-3}$.

This estimate leaves out ion collisions, although at this pressure the free path of an ion is probably comparable with $\lambda_D$. It also leaves out delayed changes of the grain's charge, and variations of field and ion density along its path. These effects could alter the motion of a levitated grain, and I have not sized them. A real surface may also reflect partly specularly. In the mixed model above, at equal temperatures, that places the factor between 1 and 1.393.
